# Square-Root Localization at the Centre of a Random-Hopping Chain

An electron moves along a chain of identical sites whose spacings are irregular. The site energies are equal, but the hopping amplitude changes from bond to bond. In one dimension, disorder ordinarily makes a state fall off exponentially with distance. At the centre of this band the typical amplitude falls more slowly, roughly as the exponential of minus the square root of distance. The origin from which distance is measured turns out to be part of the answer.

## The state at zero energy

Take an open chain with sites $0,1,\ldots,2M$ and

$$H=\sum_{n=0}^{2M-1}t_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big).$$

The hoppings $t_n$ are real and nonzero, and the common site energy is the zero of energy. Distances are counted in sites, and energies in units of the geometric-mean hopping.

Each bond joins an even site to an odd one. At $E=0$ the Schrödinger equation on an interior site $n$ is

$$t_{n-1}\psi_{n-1}+t_n\psi_{n+1}=0,$$

which relates amplitudes on one sublattice only. At the left end the equation is $t_0\psi_1=0$, so $\psi_1=0$, and the recursion then makes every odd amplitude vanish. On the even sites, the equation centred on site $2j-1$ gives

$$\psi_{2j}=-\frac{t_{2j-2}}{t_{2j-1}}\psi_{2j-2}.$$

Repeating this $k$ times,

$$\psi_{2k}=(-1)^k\psi_0\prod_{j=1}^{k}\frac{t_{2j-2}}{t_{2j-1}}.$$

The equation at the right end involves only $\psi_{2M-1}$, which is already zero. An open chain with an odd number of sites therefore has one zero-energy state, whatever its nonzero hoppings. For a random 101-site chain, diagonalization reproduced this product with a largest error of $3\times10^{-15}$ in the normalized amplitudes. The peak was at site 74, well away from both ends.

## A product becomes a random walk

Let $\ell_n=\ln|t_n|$. Taking the logarithm of the product gives

$$X_k=\ln\left|\frac{\psi_{2k}}{\psi_0}\right|=\sum_{j=1}^{k}(\ell_{2j-2}-\ell_{2j-1}).$$

Now assume that the hoppings are independent, with the same distribution and a finite variance $\sigma^2=\mathrm{Var}\,\ell_n$. Each bracket has mean zero, because the two means cancel. Its variance is $\sigma^2+\sigma^2$, because the variances of independent terms add even when the terms are subtracted. At distance $r=2k$,

$$\langle X_k\rangle=0,\qquad \mathrm{Var}\,X_k=2\sigma^2k=\sigma^2r.$$

The log amplitude is an unbiased random walk. Its growth rate $X_k/r$ tends to zero by the law of large numbers, so the Lyapunov exponent, the mean growth rate of $\ln|\psi|$ per site, vanishes.

At large $r$ the central limit theorem makes $X_k$ Gaussian. With $s=\sigma^2r$,

$$\langle|X_k|\rangle=\frac{2}{\sqrt{2\pi s}}\int_0^\infty x\,e^{-x^2/2s}\,dx
=\frac{2s}{\sqrt{2\pi s}}=\sigma\sqrt{\frac{2r}{\pi}}.$$

The square root is already here, but decay is not. A symmetric walk is as likely to rise as to fall. For $\sigma=0.5$ and $r=1600$ the predicted variance is $0.25\times1600=400$, and sampling gave 402. The mean absolute logarithm was 16.0, as predicted, and the amplitude had grown in 49.7% of the chains. From an arbitrary site, the state does not decay on average in its logarithm.

## Decay appears when distance starts at the peak

A localized state is normally described from its largest amplitude. That choice selects a special point of the walk: no later value may exceed the starting value. The same holds to the left, and the two sides involve different, independent steps.

Let $x\ge0$ be the drop in log amplitude from the peak. When $\sigma\sqrt r$ is much larger than one step, the walk can be treated as diffusion, with the variance $s=\sigma^2r$ acting as time. The condition is an absorbing wall at $x=0$. Start at a small distance $a$ from the wall and let $a\to0$ at the end. The method of images gives the density of surviving walks:

$$G=\frac{e^{-(x-a)^2/2s}-e^{-(x+a)^2/2s}}{\sqrt{2\pi s}}
\simeq\frac{2ax}{s\sqrt{2\pi s}}\,e^{-x^2/2s}.$$

The last form uses $e^{ax/s}-e^{-ax/s}\simeq2ax/s$.

The walk must also stay below the peak on the rest of the chain. If $R$ sites remain and $S=\sigma^2R$, integrating the image solution over its final position gives the survival probability

$$Q_S(x)=\mathrm{erf}\left(\frac{x}{\sqrt{2S}}\right)\simeq x\sqrt{\frac{2}{\pi S}}\qquad(x\ll\sqrt S).$$

The conditioned density is $G\,Q_S(x)$ divided by the total survival probability from $a$. For $S\gg s$ that divisor is $a\sqrt{2/\pi S}$, so the ratio of survival factors is $x/a$ and

$$p(x)=\sqrt{\frac{2}{\pi}}\,\frac{x^2}{s^{3/2}}\,e^{-x^2/2s}.$$

This is also the distribution of the length of a three-dimensional Gaussian vector with variance $s$ in each component. One factor $x$ comes from avoiding the wall up to $r$, the other from avoiding it afterwards. The mean follows from $\int_0^\infty x^3e^{-x^2/2s}dx=2s^2$:

$$\langle x\rangle=\sqrt{\frac{2}{\pi}}\,\frac{2s^2}{s^{3/2}}
=\sqrt{\frac{8s}{\pi}}=\sigma\sqrt{\frac{8r}{\pi}}.$$

The typical amplitude, defined through the mean logarithm, is therefore

$$\frac{|\psi(r)|}{|\psi_{\max}|}\bigg|_{\rm typ}=e^{-\langle x\rangle}
\simeq\exp\left(-\sigma\sqrt{\frac{8r}{\pi}}\right).$$

The random walk supplies the square root, and the choice of the peak as origin supplies the sign.

This is not a fixed envelope. The Gaussian-vector picture gives $\langle x^2\rangle=3s$, so the relative spread of the drop is

$$\frac{\sqrt{3s-8s/\pi}}{\sqrt{8s/\pi}}=\sqrt{\frac{3\pi}{8}-1}=0.422.$$

It does not shrink with distance. Each chain has its own irregular profile, whose logarithm fluctuates on the same scale as its mean drop.

The end of the chain is a different limit. If the observation point is the last site, no future survival is required. Dividing $G$ by the survival probability $a\sqrt{2/\pi s}$ gives $p(x)=(x/s)e^{-x^2/2s}$, with mean $\sqrt{\pi s/2}$. The coefficient of $\sigma\sqrt r$ is then 1.25 instead of 1.60; the square root remains.

## Reading the coefficient from finite chains

Chains of about 10,000 sites were sampled, with $\ln t$ uniform and $\sigma=0.5$, using only sides with at least 3,000 sites beyond the peak. The mean drops from the peak were 5.91 at $r=64$ and 12.19 at $r=256$. Taking a difference removes any constant offset caused by the discrete steps:

$$\frac{12.19-5.91}{0.5\,(16-8)}=1.57.$$

The predicted coefficient is $\sqrt{8/\pi}=1.60$.

A two-valued distribution, $\ln t=\pm\sigma$, allows the offset to be derived. Each pair of bonds changes the drop by $-2\sigma$, $0$ or $2\sigma$, with probabilities $1/4$, $1/2$ and $1/4$. Write the drop as $2\sigma(y-1)$. The peak is at $y=1$ and the forbidden level at $y=0$, one step above the peak.

Let $P_k(m)$ be the probability that the free walk moves $m$ steps in $k$ pairs. Its variance is $k/2$, so $P_k(m)\simeq e^{-m^2/k}/\sqrt{\pi k}$ for large $k$. Steps of at most one unit cannot jump over the wall, so reflection gives the surviving probability

$$P_k(y-1)-P_k(y+1)\simeq-2\frac{dP_k(y)}{dy}
=\frac{4y}{\sqrt\pi\,k^{3/2}}e^{-y^2/k}.$$

Survival for $T$ further pairs has probability

$$\sum_{z=1}^{\infty}[P_T(z-y)-P_T(z+y)]
=\sum_{m=1-y}^{y}P_T(m)\simeq2yP_T(0).$$

Relative to the start at $y=1$, this adds a factor $y$. Hence, for $T\gg k$,

$$p_y\simeq\frac{4y^2}{\sqrt\pi\,k^{3/2}}e^{-y^2/k}.$$

This is the earlier density with $x$ replaced by $2\sigma y$. The actual drop is smaller than $2\sigma y$ by $2\sigma$, so its mean is approximately $\sigma\sqrt{8r/\pi}-2\sigma$. At $r=1600$ and $\sigma=0.5$ this is $31.9-1.0=30.9$, which agrees with the value 30.9 obtained by propagating the full probability distribution.

At $r=6400$ the same estimate is 62.8, while the propagated value is 62.6. The remaining chain, 320,000 sites, accounts for the difference. The next term of the error function is $Q_S\propto x(1-x^2/6S)$. Since $\langle x^3\rangle=4s\langle x\rangle$, the corrected mean is

$$\langle x\rangle\frac{1-4s/6S}{1-3s/6S}\simeq\langle x\rangle\left(1-\frac{s}{6S}\right).$$

Here $s/6S=6400/(6\times320000)=0.0033$, which lowers the drop by 0.2.

## The mean amplitude obeys another law

Averaging the amplitude is not the same as averaging its logarithm. For weak disorder and $s\gg1$, the factor $e^{-x}$ restricts the average to drops of order one, where $e^{-x^2/2s}\simeq1$. Thus

$$\left\langle\frac{|\psi(r)|}{|\psi_{\max}|}\right\rangle
\simeq\sqrt{\frac2\pi}\,\frac1{s^{3/2}}\int_0^\infty x^2e^{-x}dx
=2\sqrt{\frac2\pi}\,\frac1{\sigma^3r^{3/2}}.$$

The mean falls as a power. It is controlled by rare chains whose amplitude returns close to its maximum at distance $r$; their probability is proportional to $r^{-3/2}$.

For the two-valued hoppings the steps are not small, and the integral becomes a sum. Let $q=e^{-2\sigma}$. Applying $q\,d/dq$ twice to $\sum_yq^y=1/(1-q)$ gives $\sum_yy^2q^y=q(1+q)/(1-q)^3$. The amplitude is $q^{y-1}$, so one factor $q$ is divided out. With $k=r/2$,

$$\left\langle\frac{|\psi(r)|}{|\psi_{\max}|}\right\rangle
\simeq8\sqrt{\frac2\pi}\,\frac{1+q}{(1-q)^3}\,r^{-3/2}.$$

For small $\sigma$, $1-q\simeq2\sigma$ and $1+q\simeq2$, which recovers the weak-disorder result.

At $r=6400$ and $\sigma=0.5$ the two-valued formula gives $6.75\times10^{-5}$, and the propagated distribution gives $6.79\times10^{-5}$. The weak-disorder form would give only $2.5\times10^{-5}$: at $\sigma=0.5$ the power holds, but the prefactor depends on the distribution of the hoppings. The typical amplitude at the same distance is $e^{-62.6}\approx6\times10^{-28}$. The two averages differ by more than 22 powers of ten while describing the same ensemble. At $r=100$ the power law is still inaccurate: it gives 0.035 against a computed 0.027.

## Correlations can remove the walk

Hopping disorder alone is not sufficient. The alternating signs in

$$X_k=\sum_{n=0}^{r-1}(-1)^n\ell_n$$

make the state sensitive to how neighbouring bonds are correlated. Let $C(m)=\mathrm{Cov}(\ell_n,\ell_{n+m})$, independent of $n$. A separation $m$ occurs $r-|m|$ times in the double sum for the variance, so

$$\mathrm{Var}\,X_k=\sum_{|m|<r}(r-|m|)(-1)^mC(m)
\simeq r\sum_m(-1)^mC(m)$$

for short-range correlations. The quantity that matters is the bond fluctuation at wave number $\pi$, not the variance of a single bond.

Suppose the hopping depends exponentially on bond length and each site is displaced independently. Apart from a constant, $\ell_n=u_n-u_{n+1}$, where $u_n$ is the displacement divided by the decay length of the hopping. If $\mathrm{Var}\,u_n=\sigma^2/2$, a single bond still has variance $\sigma^2$, but neighbouring bonds share a site with opposite signs, so $C(\pm1)=-\sigma^2/2$. The variance rate is

$$\sigma^2+\frac{\sigma^2}{2}+\frac{\sigma^2}{2}=2\sigma^2.$$

At $r=1600$ and $\sigma=0.5$ this predicts 800; sampling gave 797. Positional disorder of this kind strengthens the square-root decay.

Now let each site contribute an independent factor to both of its bonds: $\ell_n=g_n+g_{n+1}$, again with $\mathrm{Var}\,g_n=\sigma^2/2$. Then $C(\pm1)=+\sigma^2/2$ and the rate is zero. The cancellation is visible term by term:

$$X_k=\sum_{j=1}^{k}\left[(g_{2j-2}+g_{2j-1})-(g_{2j-1}+g_{2j})\right]=g_0-g_{2k}.$$

The variance stays at $\sigma^2=0.25$; sampling at $r=1600$ gave 0.248. The bonds are as disordered as before, but the walk has gone, and the square-root decay with it.

A difference between the mean logarithms of even and odd bonds adds a drift. If $\langle\ell_{\rm even}\rangle-\langle\ell_{\rm odd}\rangle=\delta$, each pair adds $\delta$, and

$$\langle X_k\rangle=k\delta=\frac{r\delta}{2}.$$

For $\delta=-0.1$ the predicted drift is $-0.050$ per site, as sampling confirmed. The drift overtakes the random spread when $|\delta|r/2\simeq\sigma\sqrt r$, or $r\simeq4\sigma^2/\delta^2=100$ sites for $\sigma=0.5$. Well beyond that distance the typical amplitude decays as an ordinary exponential from the left end.

## Why the band centre is special

Return to independent hoppings with equal means. For small $E>0$, write $\psi_{2k}=(-1)^ka_k$ and $\psi_{2k+1}=(-1)^kb_k$. The equations on odd and even sites become

$$a_{k+1}=\frac{t_{2k}a_k-Eb_k}{t_{2k+1}},\qquad
b_k=\frac{t_{2k-1}b_{k-1}+Ea_k}{t_{2k}}.$$

Take positive hoppings; their signs can be absorbed into the site amplitudes. Without the $E$ terms, $\ln|a|$ follows the walk $X$, while $\ln|b|$ follows $-X$ apart from end terms that do not accumulate. Their difference $Y=\ln|a/b|$ therefore has variance $4\sigma^2$ per site, and their sum does not grow.

The energy matters when one amplitude is smaller than the other by a factor of order $E$, that is, near $Y=\pm L$ with $L=|\ln E|$. Consider $a$ and $b$ of the same sign. Near $Y=+L$, the large $a$ feeds $b$ and prevents it from becoming smaller: this wall reflects. Near $Y=-L$, the large $b$ drives $a$ through zero: this wall is an exit. Afterwards the signs are opposite, the two walls exchange roles, and a new crossing begins from $-L$.

The mean number of sites $\tau(Y)$ needed to reach the exit satisfies $2\sigma^2\tau''=-1$, with $\tau'=0$ at the reflecting wall and $\tau=0$ at the exit. Starting from the reflecting wall, at distance $2L$ from the exit,

$$\tau=\frac{(2L)^2}{4\sigma^2}=\frac{L^2}{\sigma^2}.$$

During this crossing $Y$ changes by $-2L$. The unbiased walk contributes zero on average, so the pushes at the reflecting wall must contribute $-2L$. They do this by raising $\ln|b|$, and therefore raise $\tfrac12\ln|ab|$, the common logarithmic scale of the state, by $L$. The growth rate is

$$\gamma(E)\simeq\frac{L}{L^2/\sigma^2}=\frac{\sigma^2}{|\ln E|}.$$

This is the leading result for small $E$. The exact wall positions add an unknown constant of order one to $L$, which the slope of $1/\gamma$ against $|\ln E|$ avoids. Reversing the sign of $b$ gives the same result for $E<0$.

With $\sigma=0.5$, the computed rates were 0.02596 at $|\ln E|=10$ and 0.00855 at $|\ln E|=30$. The slope is

$$\frac{1/0.00855-1/0.02596}{20}=3.92,$$

with a sampling error of about 0.04, compared with $1/\sigma^2=4$. Even at $E\approx10^{-13}$ the localization length $1/\gamma$ is only about 117 sites. At that distance the exponential trend changes $\ln|\psi|$ by only one. A solution grown from the left end starts near the reflecting wall, because its first odd amplitude is of order $E$. Its even amplitudes follow the zero-energy walk until $Y$ first approaches the exit, which takes $L^2/\sigma^2=3600$ sites on average at leading order. The constant in $L$ lowers this to roughly 3450, and the spread from chain to chain is wide. At distances well below this mean they typically stay close to their zero-energy values. At 117 sites the spread of their logarithm is therefore still about $\sigma\sqrt{117}\simeq5.4$, larger than the exponential trend.

The band centre is thus an isolated critical energy, not a mobility edge: this analysis finds exponential localization at small energies on both sides of it.

Random energies on all sites remove the protection at $E=0$ because they couple the recursions for the even and odd amplitudes, as a nonzero $E$ does. Energies on the odd sites alone would leave the product state exact, since it vanishes there. Site energies spread uniformly between $-0.1$ and $0.1$ gave $\gamma=0.065$ per site, whereas the value without them was zero within its statistical error. Hopping between second neighbours on the even sublattice would also invalidate the product solution, since the equation on an even site would then contain other even amplitudes, which are not zero, and the odd amplitudes could in general no longer all vanish.

The derivation of the square-root law therefore assumes equal site energies, hopping between nearest neighbours only, and independent hoppings with equal mean logarithms on even and odd bonds. These conditions are sufficient, but not all of them are necessary: independent displacements keep the square root with a larger coefficient, and third-neighbour hopping, which still joins even sites to odd ones, keeps a zero-energy level, although the simple product no longer describes it. The model also omits interactions between electrons. It isolates one mechanism: when the log amplitude has no drift, its fluctuations set the decay from the peak. The numerical output below gives the sampled and propagated values in full.

## Computed values

```
sigma of ln(t): 0.500
half-width of uniform ln(t): 0.8660
hopping range: 0.4206 to 2.3774 t0
101-site chain, next positive level: 4.066e-03 t0
101-site chain, peak site (from 0): 74
101-site chain, largest state error: 3.4e-15
Fixed origin: r, mean ln, variance, mean |ln|, predicted, growing share
    100  -0.090    24.30   3.936   3.989 0.493
    400  -0.018    96.58   7.827   7.979 0.500
   1600  -0.257   402.24  16.031  15.958 0.497
Alternating mean difference delta: -0.100
Drift per site, measured and predicted: -0.05016, -0.05000
displacement: bond variance 0.2486, log variance at r=1600 797.0120
  predicted variance rate per site: 0.5000
site factor: bond variance 0.2451, log variance at r=1600 0.2482
  predicted variance rate per site: 0.0000
10000-site chains, mean drop at r=64, 256: 5.913, 12.191
Drop coefficient, sampled: 1.5694
Drop coefficient, predicted: 1.5958
Two-valued hoppings: 0.6065 and 1.6487 t0
Sites required beyond r without a higher peak: 320000
From maximum: r, mean drop, exp(-mean drop), mean amplitude, r^-3/2 law
    100    7.038 8.778e-04 2.734e-02 3.457e-02
    400   14.984 3.108e-07 4.050e-03 4.321e-03
   1600   30.904 3.790e-14 5.324e-04 5.401e-04
   6400   62.629 6.318e-28 6.790e-05 6.752e-05
Drop coefficient, enumerated: 1.5863
Relative drop spread at r=6400: 0.4287
Relative drop spread, predicted limit: 0.4220
Power of mean amplitude, r=1600 to 6400: -1.4855
Energy in t0, gamma per site, standard error per site
  0.000e+00 0.000072 0.000103
  4.540e-05 0.025963 0.000061
  2.061e-09 0.012900 0.000061
  9.358e-14 0.008549 0.000064
Slope of 1/gamma against |ln E|: 3.9231 sites
Predicted slope 1/sigma^2: 4.0000 sites
Site-energy half-width: 0.100 t0
gamma at E=0 with site disorder: 0.064613 per site
  standard error: 0.000063 per site
```
